# Magnetic-dipole decay inside a 2P term: the Fe XIV green line: a numerical check

```python
"""Magnetic-dipole decay 2P3/2 -> 2P1/2 of one p electron.
Result under test: line strength S = 4/3 (squared Bohr magnetons) and
rate A = alpha^5 omega^3 S / (3 g), atomic units, g = 4 upper sublevels.
L, S, J: orbital, spin and total angular momentum; omega: photon energy;
alpha: fine-structure constant; r2: mean square radius of the p orbital.
The strength is summed from matrices; the rate is integrated over photon
directions and polarizations. Both are compared with the derived formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
time_au = const.physical_constants["atomic unit of time"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
g_spin = abs(const.physical_constants["electron g factor"][0])

# Angular momentum matrices on (p_x, p_y, p_z) times (spin up, spin down)
levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c] = 1
    levi[a, c, b] = -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L = np.array([np.kron(-1j * levi[k], np.eye(2)) for k in range(3)])
S = np.array([np.kron(np.eye(3), pauli[k] / 2) for k in range(3)])
J = L + S
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])

# Levels from diagonalizing L.S
ls_values, states = np.linalg.eigh(sum(L[k] @ S[k] for k in range(3)))
lower, upper = states[:, :2], states[:, 2:]
J2 = sum(J[k] @ J[k] for k in range(3))
assert np.allclose(lower.conj().T @ J2 @ lower, 0.75 * np.eye(2))
assert np.allclose(upper.conj().T @ J2 @ upper, 3.75 * np.eye(4))


def between(operator):
    """Matrix elements <lower| operator |upper>."""
    return lower.conj().T @ operator @ upper


def strength(g_factor):
    return sum(np.sum(abs(between(L[k] + g_factor * S[k])) ** 2)
               for k in range(3))


line_strength = strength(2.0)
assert abs(line_strength - 4 / 3) < 1e-12
assert max(np.max(abs(between(J[k]))) for k in range(3)) < 1e-12
assert abs(strength(g_spin) - 4 / 3 * (g_spin - 1) ** 2) < 1e-12

# Spin inside the lower level is proportional to J
S_low = np.array([lower.conj().T @ S[k] @ lower for k in range(3)])
J_low = np.array([lower.conj().T @ J[k] @ lower for k in range(3)])
projection = (np.vdot(J_low, S_low) / np.vdot(J_low, J_low)).real
assert np.allclose(S_low, projection * J_low)
assert abs(projection + 1 / 3) < 1e-12
inside = np.sum(abs(S_low) ** 2) / 2
outside = sum(np.sum(abs(between(S[k])) ** 2) for k in range(3)) / 2
assert abs(inside - 1 / 12) < 1e-12 and abs(outside - 2 / 3) < 1e-12

# Quadrature over the unit sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi_nodes = 2 * np.pi * np.arange(16) / 16
ct, ph = [x.ravel() for x in np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
weights = np.repeat(cos_weights, 16) * 2 * np.pi / 16
st = np.sqrt(1 - ct ** 2)
n = np.array([st * np.cos(ph), st * np.sin(ph), ct]).T
e_theta = np.array([ct * np.cos(ph), ct * np.sin(ph), -st]).T
e_phi = np.array([-np.sin(ph), np.cos(ph), 0 * ph]).T

# Electric dipole vanishes in the p shell; the second moment does not
norm = 3 / (4 * np.pi)
dipole = norm * np.einsum("w,wa,wi,wb->iab", weights, n, n, n)
assert np.max(abs(dipole)) < 1e-12
second = norm * np.einsum("w,wa,wi,wj,wb->ijab", weights, n, n, n, n)
d = np.eye(3)
tensor_rule = (np.einsum("ab,ij->ijab", d, d) + np.einsum("ai,bj->ijab", d, d)
               + np.einsum("aj,bi->ijab", d, d)) / 5
assert np.allclose(second, tensor_rule)
quad_elements = np.array([[between(np.kron(second[i, j], np.eye(2)))
                           for j in range(3)] for i in range(3)])
quad_sum = np.sum(abs(quad_elements) ** 2)
assert abs(quad_sum - 8 / 15) < 1e-12

# Hydrogenic 3p orbital in the charge of the remaining ion
charge = 14.0


def radial_density(r):
    return (r * r * (1 - charge * r / 6) * np.exp(-charge * r / 3)) ** 2


r_max = 60 / charge
r2 = (quad(lambda r: r * r * radial_density(r), 0, r_max, epsabs=1e-14)[0]
      / quad(radial_density, 0, r_max, epsabs=1e-14)[0])
assert abs(r2 * charge ** 2 / 180 - 1) < 1e-6

# Photon energy from the input wavelength
wavelength = 5303.0
energy_ev = const.h * const.c / (wavelength * 1e-10) / const.e
omega = energy_ev / hartree_ev


def emission(use_m1, use_e2):
    """Decay rates of the upper sublevels, as a matrix in atomic units."""
    total = np.zeros((4, 4), complex)
    m1_elements = np.array([between(L[k] + 2 * S[k]) for k in range(3)])
    for w, k_hat, e1, e2 in zip(weights, n, e_theta, e_phi):
        for pol in (e1, e2):
            m1 = 0.5 * np.einsum("i,ifu->fu", np.cross(k_hat, pol), m1_elements)
            e2_part = -0.5j * omega * r2 * np.einsum(
                "i,j,ijfu->fu", k_hat, pol, quad_elements)
            amplitude = use_m1 * m1 + use_e2 * e2_part
            total += w * amplitude.conj().T @ amplitude
    return alpha ** 5 * omega ** 3 / (2 * np.pi) * total


m1_matrix = emission(1, 0)
rate_formula = alpha ** 5 * omega ** 3 * (4 / 3) / (3 * 4)
assert np.allclose(m1_matrix / rate_formula, np.eye(4), atol=1e-10)
rate_m1 = np.trace(m1_matrix).real / 4 / time_au
rate_e2 = np.trace(emission(0, 1)).real / 4 / time_au
rate_both = np.trace(emission(1, 1)).real / 4 / time_au
e2_formula = alpha ** 5 * omega ** 5 * r2 ** 2 / 75 / time_au
assert abs(rate_e2 / e2_formula - 1) < 1e-10
assert abs(rate_both - rate_m1 - rate_e2) < 1e-10 * rate_m1
assert rate_e2 < 0.01 * rate_m1

# The same M1 rate evaluated in SI units
omega_si = 2 * np.pi * const.c / (wavelength * 1e-10)
rate_si = (const.mu_0 * omega_si ** 3 * mu_b ** 2 * line_strength
           / (3 * np.pi * const.hbar * const.c ** 3 * 4))
assert abs(rate_si / rate_m1 - 1) < 1e-7
assert 59 < rate_m1 < 61

rate_g = rate_m1 * strength(g_spin) / line_strength
shift = 3e-4
rate_shifted = rate_m1 / (1 + shift) ** 3

print(f"L.S in lower level, J=1/2: {ls_values[0]:.6f}")
print(f"L.S in upper level, J=3/2: {ls_values[-1]:.6f}")
print(f"Projection factor c of S on J in J=1/2: {projection:.6f}")
print(f"Spin strength per lower state, staying in J=1/2: {inside:.6f}")
print(f"Spin strength per lower state, going to J=3/2: {outside:.6f}")
print(f"Line strength S: {line_strength:.6f} squared Bohr magnetons")
print(f"Line strength per upper sublevel: {line_strength / 4:.6f}")
print(f"Input wavelength: {wavelength:.1f} angstrom")
print(f"Photon energy: {energy_ev:.5f} eV")
print(f"Hartree energy: {hartree_ev:.6f} eV")
print(f"Photon energy omega: {omega:.7f} atomic units")
print(f"Fine-structure constant alpha: {alpha:.9f}")
print(f"alpha^5: {alpha ** 5:.5e}")
print(f"omega^3: {omega ** 3:.5e} atomic units")
print(f"M1 rate: {rate_formula:.5e} atomic units")
print(f"Atomic unit of time: {time_au:.6e} s")
print(f"M1 rate, photon quadrature: {rate_m1:.3f} per s")
print(f"M1 rate, SI formula: {rate_si:.3f} per s")
print(f"Lifetime of upper level (M1 only): {1 / rate_m1:.5f} s")
print(f"Model ion charge for 3p orbital: {charge:.0f}")
print(f"Model mean square radius: {r2:.4f} atomic units")
print(f"Summed squared quadrupole tensor / r2^2: {quad_sum:.6f}")
print(f"E2 rate, model estimate: {rate_e2:.4f} per s")
print(f"E2 rate / M1 rate: {rate_e2 / rate_m1:.2e}")
print(f"Electron spin g-factor: {g_spin:.6f}")
print(f"Line strength with this g-factor: {strength(g_spin):.6f}")
print(f"M1 rate with this g-factor: {rate_g:.3f} per s")
print(f"Relative wavelength increase tried: {shift:.1e}")
print(f"M1 rate at the longer wavelength (g-factor 2): {rate_shifted:.3f} per s")
print("ALL CHECKS PASSED")
```

Output:

```
L.S in lower level, J=1/2: -1.000000
L.S in upper level, J=3/2: 0.500000
Projection factor c of S on J in J=1/2: -0.333333
Spin strength per lower state, staying in J=1/2: 0.083333
Spin strength per lower state, going to J=3/2: 0.666667
Line strength S: 1.333333 squared Bohr magnetons
Line strength per upper sublevel: 0.333333
Input wavelength: 5303.0 angstrom
Photon energy: 2.33800 eV
Hartree energy: 27.211386 eV
Photon energy omega: 0.0859200 atomic units
Fine-structure constant alpha: 0.007297353
alpha^5: 2.06932e-11
omega^3: 6.34282e-04 atomic units
M1 rate: 1.45837e-15 atomic units
Atomic unit of time: 2.418884e-17 s
M1 rate, photon quadrature: 60.291 per s
M1 rate, SI formula: 60.291 per s
Lifetime of upper level (M1 only): 0.01659 s
Model ion charge for 3p orbital: 14
Model mean square radius: 0.9184 atomic units
Summed squared quadrupole tensor / r2^2: 0.533333
E2 rate, model estimate: 0.0450 per s
E2 rate / M1 rate: 7.47e-04
Electron spin g-factor: 2.002319
Line strength with this g-factor: 1.339525
M1 rate with this g-factor: 60.571 per s
Relative wavelength increase tried: 3.0e-04
M1 rate at the longer wavelength (g-factor 2): 60.237 per s
ALL CHECKS PASSED
```
